Choosing moments and random vectors in the kernel polynomial method

A density of states computed from a Chebyshev series can go wrong in several ways. If the series is simply cut off, the density can become negative: for a single level at mid-band and 64 moments, the deepest negative dip is 22% of the peak height when the density is taken per unit of the angle θ defined below. If the number of moments is raised to sharpen the curve while the number of random vectors stays fixed, the curve becomes noisier. And where the true density vanishes at a point, the computed one does not, so that broadening can be mistaken for physical states. The settings involved are the energy interval, the number of moments N, the number of random vectors R and the size of the cell. The analysis below shows what each of them controls.

**The series and its interval**

Let H be a Hermitian matrix of dimension D with levels E_k, all strictly inside the interval from b − a to b + a. Define

h = (H − b)/a,  x = (E − b)/a = cos θ,  0 ≤ θ ≤ π.

The Chebyshev polynomials are T_n(cos θ) = cos nθ. The density per state is ρ(E) = (1/D) Σ_k δ(E − E_k). In the variable θ it becomes p(θ) = a sin θ ρ(E), because |dE/dθ| = a sin θ. The cosine series of a delta function on (0, π) gives

p(θ) = (1/π) [μ_0 + 2 Σ_{n≥1} μ_n cos nθ],
μ_n = (1/D) Σ_k cos nθ_k = (1/D) Tr T_n(h).

The method keeps n = 0 … N − 1 and multiplies μ_n by a weight g_n, with g_0 = 1. Since 2 cos nθ cos nθ_k = cos n(θ − θ_k) + cos n(θ + θ_k), the result is

p_N(θ) = (1/D) Σ_k [K(θ − θ_k) + K(θ + θ_k)]/(2π),
K(φ) = 1 + 2 Σ_{n=1}^{N−1} g_n cos nφ.

Each level is thus replaced by a copy of K and its mirror image. Plain truncation, g_n = 1, gives a K that changes sign.

The interval must contain every level. For |x| = cosh u > 1 one has |T_n(x)| = cosh nu, which grows exponentially with n and ruins the moments. A safe bound comes from the largest component v_i of an eigenvector: |E||v_i| ≤ Σ_j |H_ij||v_j| ≤ |v_i| Σ_j |H_ij|, so no |E| exceeds the largest row sum of |H_ij|.

**A kernel that cannot be negative**

Take real numbers c_1 … c_N with Σ c_j² = 1 and set K(φ) = |Σ_j c_j e^{ijφ}|². This is nonnegative, and multiplying out the square gives the required cosine series with

g_n = Σ_{j=1}^{N−n} c_j c_{j+n}.

To make K narrow, minimize the average of 2(1 − cos φ) with weight K/2π. This average is close to that of φ² for a narrow peak, and it equals 2(1 − g_1), so g_1 must be as large as possible. Now g_1 = Σ c_j c_{j+1} is the quadratic form of a matrix with 1/2 beside the diagonal. Its eigenvectors obey

(c_{j−1} + c_{j+1})/2 = λ c_j,  c_0 = c_{N+1} = 0.

The solutions are sines, and the largest λ belongs to the slowest one. With M = N + 1 and q = π/M,

c_j = √(2/M) sin qj,  g_1 = λ = cos q.

The prefactor follows from Σ sin² qj = M/2. The other weights come from 2 sin α sin β = cos(α − β) − cos(α + β):

g_n = (1/M) [(N − n) cos nq − Σ_{j=1}^{N−n} cos(2j + n)q].

Multiply the remaining sum by 2 sin q. Each term becomes sin(2j + n + 1)q − sin(2j + n − 1)q, so the sum telescopes to sin(2M − n − 1)q − sin(n + 1)q. As 2Mq = 2π, this is −2 sin(n + 1)q. Hence

g_n = (1/M) [(N − n) cos nq + sin(n + 1)q / sin q]
  = (1/M) [(M − n) cos nq + sin nq cot q],

where sin(n + 1)q = sin nq cos q + cos nq sin q was used. These are the Jackson weights.

The shape of the kernel follows from F = Σ_{j=1}^{N} sin(qj) e^{ijφ}. Multiply F by 2 cos φ = e^{iφ} + e^{−iφ}. For j = 1 … N, the coefficient of e^{ijφ} is sin q(j − 1) + sin q(j + 1) = 2 cos q sin qj. Two end terms remain, sin q at j = 0 and sin qN = sin q at j = M. Therefore

2(cos φ − cos q) F = sin q (1 + e^{iMφ}),
K(φ) = (2/M)|F|² = (2/M) sin² q cos²(Mφ/2)/(cos φ − cos q)².

For q ≪ |φ| ≪ 1 the denominator is about φ⁴/4, so the tails fall as φ⁻⁴, beneath an oscillating factor. They are much weaker than Lorentzian tails but stronger than Gaussian ones.

**What resolution π/N means**

For one level at x_0 = cos θ_0, the broadened density has ∫ p_N cos nθ dθ = g_n cos nθ_0. The mean of x is therefore x_0 cos q. With cos² θ = (1 + cos 2θ)/2, the variance is

σ_x² = (1/2)[1 + g_2(2x_0² − 1)] − x_0² cos² q
  = (1 − g_2)/2 + x_0²(g_2 − cos² q).

From the weights, sin 2q cot q = 2 cos² q = 1 + cos 2q, so g_2 = (N cos 2q + 1)/M and 1 − g_2 = 2N sin² q/M. Then g_2 − cos² q = sin² q − 2N sin² q/M = −(N − 1) sin² q/M, and

σ_x = sin q √{[N − (N − 1)x_0²]/(N + 1)}.

At mid-band this is about π/N. Elsewhere inside the band, as long as 1 − x_0² ≫ 1/N, it is about (π/N)√(1 − x_0²). At x_0 = ±1 it is only about π/N^{3/2}. The energy width is aσ_x. Away from the edges it is about (π/N)√(a² − (E − b)²), so an interval wider than necessary costs resolution: in proportion to a at mid-band, and by a larger factor at other energies.

This width is a standard deviation. For N = 512 the full width of K at half height is 2.38q, and that is the fairer guide to whether two neighbouring peaks will look separate.

The error in a smooth density is smaller than the width suggests. Continue p evenly and periodically in θ. Then p_N is the average of p(θ − φ) with weight K/2π. The linear Taylor term cancels by symmetry, and the mean of φ² is 2(1 − cos q) ≈ q² to leading order. Thus

p_N − p ≈ q² p″/2.

For p proportional to exp(2 cos θ), at θ = 1 and N = 512, the actual error is 0.996 times this estimate. Doubling N then reduces the error about fourfold. At a kink there is no such cancellation. If p rises as |φ| on both sides of a point, the error there is proportional to the mean of |φ|, which is 0.774q for N = 512, and doubling N only halves it.

**Moments from random vectors**

A full trace would need D starting vectors. Instead take |ξ⟩ with components ξ_i = e^{iφ_i}, where the phases are independent and uniform, and form |α_n⟩ = T_n(h)|ξ⟩ by

|α_0⟩ = |ξ⟩,  |α_1⟩ = h|ξ⟩,  |α_{n+1}⟩ = 2h|α_n⟩ − |α_{n−1}⟩.

The product rule 2T_m T_n = T_{m+n} + T_{|m−n|} yields two moments per multiplication. Writing m_n = ⟨ξ|T_n(h)|ξ⟩,

m_{2n} = 2⟨α_n|α_n⟩ − m_0,  m_{2n+1} = 2⟨α_{n+1}|α_n⟩ − m_1.

So N moments cost N/2 multiplications per vector, and μ_n is estimated by the average of m_n/D over R vectors. Positivity survives: one vector merely gives level k the weight |⟨k|ξ⟩|² ≥ 0 in the sum of kernels.

For any Hermitian A,

⟨ξ|A|ξ⟩ = Tr A + Σ_{i≠j} ξ_i* A_ij ξ_j.

The second term averages to zero. In its square, the phase factor ξ_i* ξ_j ξ_k* ξ_l with i ≠ j and k ≠ l survives averaging only if k = j and l = i. Therefore

Var⟨ξ|A|ξ⟩ = Σ_{i≠j} |A_ij|² = Tr A² − Σ_i A_ii².

For A = T_n(h) all eigenvalues lie between −1 and 1, so Tr A² ≤ D. After division by D and averaging over R vectors,

rms error of μ_n ≤ 1/√(RD).

The typical value is somewhat lower. Since T_n² = (1 + T_{2n})/2, the prefactor is about 1/√2 when μ_{2n} and the diagonal elements of T_n(h) are small. With random signs ±1 and a real symmetric H, the pairing k = i, l = j survives as well, and the variance doubles.

The law was sampled for n = 10 on honeycomb lattices, with 400 independent estimates per case. Going from D = 288 to D = 4608 at R = 1 lowered the rms error from 0.0451 to 0.0100; the trace formula predicts 0.0420 and 0.0105. Using R = 16 at D = 288 gave 0.0101. The first value is 7% high, about twice its own sampling uncertainty of roughly 4%.

**Why more moments mean more noise**

The error of the density is another matter, because its operator changes with N. At fixed θ, let A have the eigenvalues [K(θ − θ_k) + K(θ + θ_k)]/(2π), so that Tr A/D = p_N. Suppose that θ is many widths q away from 0 and π, and that p varies little over q. Then the mirror term drops out and

(1/D) Tr A² ≈ p(θ) ∫ K² dφ/(4π²) = p S/(2π),
S = (1/2π) ∫ K² dφ = 1 + 2 Σ_{n=1}^{N−1} g_n².

If all sites are equivalent, A_ii = p and Σ A_ii² = Dp². The relative variance is then

(δp/p)² ≈ [S/(2πp) − 1]/(RD).

If the sites differ, Σ A_ii² is at least (Tr A)²/D, so within the same smoothness assumption the expression is an upper estimate.

For large N the weights depend on n/M alone, so S is proportional to N; at N = 512, S = 0.588N. The relative noise therefore grows as √N at fixed R and D. The meaning is simple counting: Dp · 2π/S is the number of levels in a window of width 2π/S, about 3.4q, and the relative error is roughly one over the square root of R times that number. The law 1/√(RD) holds for the density at fixed N, provided the cell is large enough that the kernel does not resolve its separate levels.

**How large the cell must be**

A periodic cell has discrete levels, yet its low moments can equal those of the infinite crystal. Consider a honeycomb lattice of L × L cells with nearest-neighbour hopping −t and b = 0. A diagonal element of T_n(h) is a sum over closed walks of at most n hops. The cell differs from the infinite lattice only through walks that wind around it. Two hops move a walker by at most one shortest lattice vector, so winding needs at least 2L hops. All trace moments with n < 2L are therefore free of finite-size error.

At n = 2L there is one winding walk from each site in each of six directions. The leading term of T_n is 2^{n−1}xⁿ, so the first deviation is

6 · 2^{2L−1} (t/a)^{2L} = 3(2t/a)^{2L}.

For L = 6, t = 2.7 eV and a = 8.3 eV this gives 0.01726, and direct summation over the levels gives the same value relative to a cell with L = 60. The condition N ≤ 2L is sufficient. It is not strictly necessary, since the first deviation is tiny for large L. For L = 256 the deviations stay below 10⁻⁸ up to n ≈ 2.5L, climb quickly to a few times 10⁻² near n ≈ 2.6L, and remain of order 10⁻² up to n = 4L. How far N may exceed 2L depends on the accuracy wanted and on the cell, because the kernel damps the highest moments. For L = 256, the density between 1 and 7.5 eV differs from that of the infinite lattice at the same N by less than 0.1% at N = 3L, but by up to 2.5% at N = 4L. The condition N ≤ 2L applies to a clean crystal with this hopping range. In a disordered cell, more vectors remove the trace noise but not the difference between one disorder sample and another.

**Worked case: the π band of graphene**

Take t = 2.7 eV and a bond length d = 1.42 Å, both rough typical values. The row-sum bound is 3t = 8.1 eV, and a = 8.3 eV leaves a small margin. With L = 256 the cell has D = 2 · 256² = 131072 sites and a side of 630 Å. N = 512 satisfies N ≤ 2L, and R = 8. Densities are per atom and per spin.

The nominal resolution is aπ/N = 8.3 · 0.006136 = 0.0509 eV. The standard deviation of a broadened level is 0.0508 eV at E = 0, 0.0480 eV at 2.7 eV and 0.0113 eV at the band edge, 8.1 eV. The full width at half height at mid-band is 0.121 eV.

At 5 eV the density from noise-free moments is 0.0657 eV⁻¹. Here x = 0.602 and sin θ = 0.798, so p = 8.3 · 0.798 · 0.0657 = 0.435. With S = 300.9,

δp/p = √{[300.9/(2π · 0.435) − 1]/(8 · 131072)} = 0.0102,

or 1.0%. The eight vectors gave 0.0674 eV⁻¹, which is 2.6% too high, or 2.6 predicted standard deviations. That is a rather large excursion for one energy. A broader check takes the relative deviations of the eight single-vector densities at 300 energies with |E| between 1 and 7.5 eV. Their rms value, divided by √8 to refer to an average of eight vectors, is 1.12% against a predicted 1.11%. The same vectors cut to N = 128 give 0.56% against 0.55%. The measured ratio of 2.01 agrees with √(512/128) = 2.

At E = 0 the true density vanishes. The bands are E = ±t|f|, where f = Σ_j e^{ik·d_j} runs over the three bond vectors. At a zero of f the three terms have phases 120° apart. Expanding to first order in the distance k from that point gives |f| = 3dk/2, hence |E| = vk with v = 3td/2 (ħ = 1). The cell area is 3√3d²/2, and there are two such points and two atoms per cell, so

ρ(E) = (1/2) · 2 · (3√3d²/2) · |E|/(2πv²) = |E|/(√3πt²).

The kernel replaces |E| at the tip by a · 0.774q = 0.0393 eV, which gives a false density of 0.0393/(√3π · 2.7²) = 0.00099 eV⁻¹. The computed value is 0.00099 eV⁻¹ too. A finite density at this point is evidence of disorder only if it stays finite as N is raised, with the cell enlarged to match.

In real graphene, hopping to second neighbours and the overlap of neighbouring orbitals break the symmetry between the two bands. The model places its density peaks at ±2.70 eV from the Dirac point. A rough second-neighbour hopping of 0.1 eV (matrix element −0.1 eV, the same sign as −t) and a rough overlap of 0.1 together move them to −2.57 and 2.92 eV. The larger shift, 0.22 eV, is already more than four times the resolution there, but these two terms give neither the size nor the direction of the real shift. Third-neighbour hopping enters at the saddle point with a factor of three: a rough matrix element of −0.3 eV alone moves the peaks to ±(2.7 − 3 · 0.3) = ±1.8 eV. Local-density band calculations place them roughly 2.5 eV below and 1.8 eV above the Dirac point, so the upper peak of the model is off by close to 1 eV. Raising N would sharpen a peak that is in the wrong place. Thermal smearing at 300 K has a standard deviation of πk_BT/√3 = 0.047 eV, close to that of the kernel. As variances add under convolution, a thermally averaged quantity near mid-band would be smeared by about 0.069 eV instead of 0.047 eV. The σ bands, disorder and interactions are left out and not sized here, so the result is the density of the π bands alone.

**Choosing the settings**

1. Bound the spectrum first, centre b on it, and make a only slightly larger than the bound requires. The row-sum bound is reached on the honeycomb lattice but can be much too wide elsewhere. The triangular lattice with hopping −t spans −6t to 3t, so b = −1.5t and a just above 4.5t suffice where the row sum suggests 6t. In such cases estimate the lowest and highest levels directly and add a margin.

2. Choose N from the width needed at the energy of interest, N ≈ πa√(1 − x²)/σ_E away from the band edges. A width σ_E far below the thermal smearing or the errors of the Hamiltonian buys little. Here aπ/N = 0.01 eV needs N = 2608.

3. For a clean crystal with nearest-neighbour hopping on the honeycomb lattice, take L ≥ N/2. Other lattices and longer hopping need their own count of the shortest winding walk.

4. For a relative noise ε in a smooth part of the band, with S/(2πp) ≫ 1, take

R ≈ 0.59N/(2πpDε²),

and at least one vector. At 5 eV in the example, ε = 1% needs R = 9.

For a sparse matrix one multiplication costs an effort proportional to D, so the total effort scales as RDN/2 ≈ 0.59N²/(4πpε²). At fixed noise this does not depend on D, as long as the formula asks for at least one vector. Under these conditions a larger cell with fewer vectors costs the same computing time as a smaller cell with more, and it also reduces any finite-size error that remains when N exceeds 2L; the price is memory. While the formula asks for many vectors, halving the width at fixed relative noise costs about four times the effort, and halving the noise at fixed width costs the same factor. Once a single vector is enough, R can fall no further. If the cell is then enlarged in step with N to keep L = N/2, D grows fourfold and halving the width costs eight times the effort.

The numerical output below lists the remaining values.

Table of computed values

```
hopping 2.7 eV, bond 1.42 angstrom, half-width a 8.3 eV
L 256, D 131072, N 512, R 8
sample side 630 angstrom
plain truncation, N=64: min/max of one level -0.217
smallest p(theta), single random vectors 4.0e-07
pi/N 0.006136, q 0.006124
a*pi/N 0.0509 eV
level width (std) at E=0.0 eV: 0.0508 eV
level width (std) at E=2.7 eV: 0.0480 eV
level width (std) at E=8.1 eV: 0.0113 eV
width at scaled edge x0=1: 0.00224 eV
FWHM at mid-band 0.1209 eV, FWHM/q 2.3779
N for a*pi/N = 0.01 eV: 2608
smooth-density bias / (q^2 p''/2): 0.9959
moment n=10: D, R, sampled rms, predicted rms
    288   1 0.04506 0.04195
    288  16 0.01011 0.01049
   1152   4 0.01062 0.01049
   4608   1 0.01004 0.01049
finite-size deviation L=6, n=12: 0.017255, walks 0.017255
graphene moments: rms error 7.10e-04
bound 1/sqrt(RD) 9.77e-04
E (eV): density exact moments, stochastic, predicted std (1/eV)
  0.0: 0.000992 0.001001 0.000063
  1.0: 0.026469 0.027238 0.000382
  2.7: 0.171049 0.171819 0.001011
  5.0: 0.065686 0.067406 0.000671
kernel sum S 300.94, S/N 0.5878
relative noise at 5 eV: leading 0.01020, full 0.01021
relative noise 1-7.5 eV, N=128: measured 0.00556, predicted 0.00547
relative noise 1-7.5 eV, N=512: measured 0.01120, predicted 0.01105
measured noise ratio N=512 to N=128: 2.014
mean |phi|/q of kernel 0.7737
false Dirac density 0.000992 1/eV, linear law 0.000991
van Hove energies from the Dirac point (eV), rough corrections:
  model: -2.700 2.700
  second hopping 0.1 eV: -2.800 2.600
  overlap 0.1: -2.455 3.000
  both: -2.573 2.922
kT at 300 K 0.0259 eV, thermal std pi*kT/sqrt(3) 0.0469 eV
```
